# Misfit dependence of the fastest stress-driven ripple on an epitaxial film: test program

```python
# Result under test: for a strained film whose surface moves by surface diffusion,
# the maximum linear ripple growth rate is (27/256) M S^4 / gamma^3 with
# S = 2 E (1+nu) misfit^2 / (1-nu), so halving the misfit divides it by 256.
# E: Young modulus, nu: Poisson ratio, gamma: surface energy, M: surface mobility,
# k: ripple wavenumber, H: film thickness.
# Internal units: nm, s, aJ (1e-18 J); then 1 GPa = 1 aJ/nm^3, 1 J/m^2 = 1 aJ/nm^2.
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.linalg import expm, null_space
from scipy.optimize import brentq, minimize_scalar

# Rough, round parameters in the regime of a SiGe film
young, nu, gamma = 120.0, 0.27, 1.2
temperature = 820.0
diff_prefactor_cm2, barrier_ev = 1e-3, 1.2
atom_density, atom_volume = 7.0, 0.021
thickness = 3.5
misfits = (0.02, 0.01)
wet_energy, wet_range = 0.2, 0.3
burgers = 0.39
barrier_slope_ev = 5.0
substrate_stiffness_ratio = 1.10
temperature_step = 10.0

kb_ev = const.k / const.e


def diffusivity(temp):
    """Mass-transfer surface diffusivity in nm^2/s."""
    return diff_prefactor_cm2 * 1e14 * np.exp(-barrier_ev / (kb_ev * temp))


def mobility(temp):
    thermal_energy = const.k * temp * 1e18
    return diffusivity(temp) * atom_density * atom_volume**2 / thermal_energy


M = mobility(temperature)


def film_stress(misfit):
    return young * misfit / (1 - nu)


def drive(misfit):
    return 2 * young * (1 + nu) / (1 - nu) * misfit**2


def formula_rate(k, misfit):
    return M * (drive(misfit) * k**3 - gamma * k**4)


def formula_max(misfit):
    return 27 / 256 * M * drive(misfit)**4 / gamma**3


def wavy_surface_rates(k, misfit, wet_thickness=None, slope=2e-4):
    """Solve elasticity on the actual wavy surface, then apply the full
    surface operators. Returns rates for surface diffusion and for
    evaporation-condensation (the latter per unit of its own mobility)."""
    points, harmonics = 32, 4
    phase = 2 * np.pi * np.arange(points) / points
    amplitude = slope / k
    h = amplitude * np.cos(phase)
    hx = -slope * np.sin(phase)
    hxx = -slope * k * np.cos(phase)
    depth = k * h
    s0 = film_stress(misfit)
    xx, yy, xy = [], [], []
    for n in range(1, harmonics + 1):
        decay = np.exp(n * depth)
        c, s = np.cos(n * phase) * decay, np.sin(n * phase) * decay
        xx += [n**2 * c, (n**2 * depth + 2 * n) * c]
        yy += [-n**2 * c, -n**2 * depth * c]
        xy += [n**2 * s, n * (n * depth + 1) * s]
    xx, yy, xy = (np.array(f).T for f in (xx, yy, xy))
    lhs = np.vstack([xy - hx[:, None] * xx, yy - hx[:, None] * xy])
    rhs = np.concatenate([s0 * hx, np.zeros(points)])
    coef = np.linalg.lstsq(lhs, rhs, rcond=None)[0]
    dxx, syy, sxy = xx @ coef, yy @ coef, xy @ coef
    sxx, szz = s0 + dxx, s0 + nu * (dxx + syy)
    energy = (sxx**2 + syy**2 + szz**2
              - 2 * nu * (sxx * syy + syy * szz + szz * sxx)) / (2 * young)
    energy += (1 + nu) / young * sxy**2
    metric = np.sqrt(1 + hx**2)
    potential = -gamma * hxx / metric**3 + energy - s0**2 * (1 - nu) / young
    if wet_thickness is not None:
        base = -wet_energy / wet_range * np.exp(-wet_thickness / wet_range)
        potential += base * np.expm1(-h / wet_range)
    wave = 1j * k * np.fft.fftfreq(points, 1 / points)

    def derivative(f):
        return np.fft.ifft(wave * np.fft.fft(f)).real

    diffusion_velocity = M * derivative(derivative(potential) / metric)
    exchange_velocity = -metric * potential
    project = 2 * np.cos(phase) / (points * amplitude)
    return project @ diffusion_velocity, project @ exchange_velocity


def maximize(rate, low=0.005, high=0.5):
    found = minimize_scalar(lambda k: -rate(k), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-8})
    return found.x, -found.fun


# Dispersion relation, fastest ripple and its rate against the wavy-surface solution
numerical = []
for e in misfits:
    cutoff = drive(e) / gamma
    for fraction in (0.2, 0.5, 0.75, 1.3):
        k = fraction * cutoff
        assert np.isclose(wavy_surface_rates(k, e)[0], formula_rate(k, e), rtol=1e-4)
    k_best, s_best = maximize(lambda q: wavy_surface_rates(q, e)[0])
    assert np.isclose(k_best, 0.75 * cutoff, rtol=1e-3)
    assert np.isclose(s_best, formula_max(e), rtol=1e-4)
    numerical.append((k_best, s_best))
ratio = numerical[0][1] / numerical[1][1]
assert np.isclose(ratio, 2**8, rtol=1e-4)
wavelength_ratio = numerical[0][0] / numerical[1][0]
assert np.isclose(wavelength_ratio, 4, rtol=1e-3)

# Other kinetics give another power; a fixed wavelength gives stability
exchange = [maximize(lambda q: wavy_surface_rates(q, e)[1])[1] for e in misfits]
exchange_ratio = exchange[0] / exchange[1]
assert np.isclose(exchange_ratio, 16, rtol=1e-4)
fixed_k_rate = wavy_surface_rates(numerical[0][0], misfits[1])[0]
assert fixed_k_rate < 0


# Layered elasticity: displacement and stress amplitudes carried through the film
def layer_matrix(modulus):
    shear = modulus / (2 * (1 + nu))
    lame = modulus * nu / ((1 + nu) * (1 - 2 * nu))
    p = lame + 2 * shear
    return np.array([[0, 1, 1 / shear, 0],
                     [-lame / p, 0, 0, 1 / p],
                     [4 * shear * (lame + shear) / p, 0, 0, lame / p],
                     [0, 0, -1, 0]])


def surface_compliance(k_thickness, stiffness_ratio):
    """Surface strain per unit shear traction, film on a thick substrate."""
    film = layer_matrix(1.0)
    substrate = layer_matrix(stiffness_ratio)
    shifted = substrate - np.eye(4)
    decaying = null_space(shifted @ shifted, rcond=1e-10)
    assert decaying.shape[1] == 2
    surface = expm(film * k_thickness) @ decaying
    weights = np.linalg.solve(surface[2:4], [1.0, 0.0])
    return surface[0] @ weights / young


for k_thickness in (0.05, 0.4, 2.0):
    assert np.isclose(surface_compliance(k_thickness, 1.0),
                      2 * (1 - nu**2) / young, rtol=1e-7)


def mismatch_rate(k, misfit):
    response = surface_compliance(k * thickness, substrate_stiffness_ratio)
    return M * (film_stress(misfit)**2 * response * k**3 - gamma * k**4)


mismatch_max = [maximize(lambda q: mismatch_rate(q, e))[1] for e in misfits]
mismatch_ratio = mismatch_max[0] / mismatch_max[1]

# Wetting: closed-form maximum and threshold thickness against the wavy surface
wet_stiffness = wet_energy / wet_range**2 * np.exp(-thickness / wet_range)
wet_max, wet_threshold = [], []
for e in misfits:
    S = drive(e)
    k = (3 * S + np.sqrt(9 * S**2 - 32 * gamma * wet_stiffness)) / (8 * gamma)
    closed = M * (S * k**3 - gamma * k**4 - wet_stiffness * k**2)
    direct = maximize(lambda q: wavy_surface_rates(q, e, thickness)[0])[1]
    assert np.isclose(closed, direct, rtol=1e-3)
    wet_max.append(direct)
    limit = wet_range * np.log(4 * gamma * wet_energy / (wet_range * S)**2)
    scan = np.linspace(0.1, 1.0, 46) * S / gamma
    below = max(wavy_surface_rates(q, e, 0.98 * limit)[0] for q in scan)
    above = max(wavy_surface_rates(q, e, 1.02 * limit)[0] for q in scan)
    assert below < 0 < above
    wet_threshold.append(limit)
wet_ratio = wet_max[0] / wet_max[1]

# Dislocation line energy for a 60 degree line, checked by energy quadrature
shear = young / (2 * (1 + nu))
cos_line, in_plane_fraction = 0.5, 0.5
line_factor = shear * (1 - nu * cos_line**2) / (1 - nu)


def line_energy_density(angle, log_radius):
    r = np.exp(log_radius)
    x, y = r * np.cos(angle), r * np.sin(angle)
    d = shear * np.sqrt(1 - cos_line**2) / (2 * np.pi * (1 - nu))
    sxx = -d * y * (3 * x**2 + y**2) / r**4
    syy = d * y * (x**2 - y**2) / r**4
    sxy = d * x * (x**2 - y**2) / r**4
    screw = shear * cos_line / (2 * np.pi * r)
    plane = (sxx**2 + syy**2 + 2 * sxy**2 - nu * (sxx + syy)**2) / (4 * shear)
    return (plane + screw**2 / (2 * shear)) * r**2


line_energy = dblquad(line_energy_density, 0, np.log(10), 0, 2 * np.pi)[0]
assert np.isclose(line_energy, line_factor * np.log(10) / (4 * np.pi), rtol=1e-7)


def dislocation_balance(h, misfit):
    gain = film_stress(misfit) * in_plane_fraction * burgers * h
    cost = line_factor * burgers**2 / (4 * np.pi) * np.log(np.e * h / burgers)
    return gain - cost


dislocation_limit = [brentq(dislocation_balance, burgers, 1000 * burgers, args=(e,))
                     for e in misfits]

# Strain-dependent barrier and unequal anneal temperature
barrier_shift = barrier_slope_ev * (misfits[0] - misfits[1])
barrier_factor = np.exp(barrier_shift / (kb_ev * temperature))
heat_factor = mobility(temperature + temperature_step) / M


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Young modulus", young, "GPa")
show("Poisson ratio", nu)
show("surface energy", gamma, "J/m^2")
show("temperature", temperature, "K")
show("diffusion prefactor", diff_prefactor_cm2, "cm^2/s")
show("diffusion barrier", barrier_ev, "eV")
show("surface atom density", atom_density, "1/nm^2")
show("atomic volume", atom_volume, "nm^3")
show("film thickness", thickness, "nm")
show("thermal energy kT", kb_ev * temperature, "eV")
show("surface diffusivity", diffusivity(temperature), "nm^2/s")
show("M times gamma", M * gamma, "nm^4/s")
for i, e in enumerate(misfits):
    tag = f"[{100 * e:g}%] "
    k_best, s_best = numerical[i]
    show(tag + "film stress", film_stress(e), "GPa")
    show(tag + "S", drive(e), "GPa")
    show(tag + "cutoff wavenumber", drive(e) / gamma, "1/nm")
    show(tag + "cutoff wavelength", 2 * np.pi * gamma / drive(e), "nm")
    show(tag + "fastest wavenumber", k_best, "1/nm")
    show(tag + "fastest wavelength", 2 * np.pi / k_best, "nm")
    show(tag + "max rate, wavy-surface solution", s_best, "1/s")
    show(tag + "max rate, formula", formula_max(e), "1/s")
    show(tag + "e-folding time", 1 / s_best, "s")
    show(tag + "wetting threshold thickness", wet_threshold[i], "nm", 3)
    show(tag + "dislocation critical thickness", dislocation_limit[i], "nm", 3)
show("ratio of maximum rates", ratio, digits=6)
show("ratio of fastest wavelengths", wavelength_ratio)
show("1% rate at fastest 2% wavelength", fixed_k_rate, "1/s")
show("ratio, evaporation-condensation", exchange_ratio, digits=5)
show("assumed wetting energy", wet_energy, "J/m^2")
show("assumed wetting range", wet_range, "nm")
show("ratio with wetting", wet_ratio, digits=3)
show("assumed barrier change per unit strain", barrier_slope_ev, "eV")
show("barrier difference between films", barrier_shift, "eV")
show("ratio if strain lowers barrier", ratio * barrier_factor, digits=3)
show("ratio if strain raises barrier", ratio / barrier_factor, digits=3)
show("substrate/film stiffness", substrate_stiffness_ratio)
show("ratio with stiffness mismatch", mismatch_ratio, digits=3)
show("assumed temperature difference", temperature_step, "K")
show("rate factor for that difference", heat_factor, digits=3)
show("assumed Burgers vector", burgers, "nm")
print("verified")
```

Printed output:

```
Young modulus: 120 GPa
Poisson ratio: 0.27
surface energy: 1.2 J/m^2
temperature: 820 K
diffusion prefactor: 0.001 cm^2/s
diffusion barrier: 1.2 eV
surface atom density: 7 1/nm^2
atomic volume: 0.021 nm^3
film thickness: 3.5 nm
thermal energy kT: 0.07066 eV
surface diffusivity: 4214 nm^2/s
M times gamma: 1379 nm^4/s
[2%] film stress: 3.288 GPa
[2%] S: 0.167 GPa
[2%] cutoff wavenumber: 0.1392 1/nm
[2%] cutoff wavelength: 45.14 nm
[2%] fastest wavenumber: 0.1044 1/nm
[2%] fastest wavelength: 60.19 nm
[2%] max rate, wavy-surface solution: 0.05457 1/s
[2%] max rate, formula: 0.05457 1/s
[2%] e-folding time: 18.33 s
[2%] wetting threshold thickness: 1.78 nm
[2%] dislocation critical thickness: 3.7 nm
[1%] film stress: 1.644 GPa
[1%] S: 0.04175 GPa
[1%] cutoff wavenumber: 0.03479 1/nm
[1%] cutoff wavelength: 180.6 nm
[1%] fastest wavenumber: 0.0261 1/nm
[1%] fastest wavelength: 240.8 nm
[1%] max rate, wavy-surface solution: 0.0002132 1/s
[1%] max rate, formula: 0.0002132 1/s
[1%] e-folding time: 4691 s
[1%] wetting threshold thickness: 2.62 nm
[1%] dislocation critical thickness: 9.57 nm
ratio of maximum rates: 256
ratio of fastest wavelengths: 4
1% rate at fastest 2% wavelength: -0.1091 1/s
ratio, evaporation-condensation: 16
assumed wetting energy: 0.2 J/m^2
assumed wetting range: 0.3 nm
ratio with wetting: 274
assumed barrier change per unit strain: 5 eV
barrier difference between films: 0.05 eV
ratio if strain lowers barrier: 519
ratio if strain raises barrier: 126
substrate/film stiffness: 1.1
ratio with stiffness mismatch: 300
assumed temperature difference: 10 K
rate factor for that difference: 1.21
assumed Burgers vector: 0.39 nm
verified
```
